# Pyrazine B3u/B2u vibronic model: lowest point of the seam and branching vectors

**Question**

I am trying to set up a two-state model for two low-lying excited singlets of pyrazine, with electronic symmetries \(B_{3u}\) and \(B_{2u}\). I have been told to use totally symmetric "tuning" modes and a \(b_{1g}\) "coupling" mode. Three things hold me up.

1. Why these modes, and how many of each does the molecule have?
2. The intersection is called symmetry-allowed. Does symmetry then make the two energies equal, or must I still search for the crossing? Can its lowest point be found without a numerical search?
3. At the crossing my code returns two branching vectors, each a mixture of \(a_g\) and \(b_{1g}\) motion. Rerunning it gives a different mixture. Which vectors are right?

**Answer**

**Which modes enter**

Put \(x\) perpendicular to the ring and \(z\) through the two nitrogen atoms. The labels depend on this choice. Every irreducible representation of \(D_{2h}\) is one-dimensional and behaves like a product of coordinates:

\[
a_g:1,\quad b_{1g}:xy,\quad b_{2g}:xz,\quad b_{3g}:yz,\quad a_u:xyz,\quad b_{1u}:z,\quad b_{2u}:y,\quad b_{3u}:x .
\]

To multiply representations, multiply the products and replace each square by 1.

A linear vibronic term \(\langle a|\partial H/\partial Q|b\rangle\) can be nonzero only if the product of the symmetries of \(a\), \(Q\) and \(b\) is totally symmetric. For \(a=b\) the two electronic factors cancel, so \(Q\) must be \(a_g\). For the pair \(B_{3u},B_{2u}\) they give \(x\cdot y=xy\), so \(Q\) must be \(b_{1g}\).

Now count the modes. The four carbons carry the site patterns \(1,y,z,yz\), and so do the four hydrogens. The two nitrogens carry \(1,z\). Multiply each pattern by the direction of displacement.

- For \(b_{1g}\), the \(x\) displacements with pattern \(y\) give \(xy\), once for carbon and once for hydrogen. In-plane displacements contain no factor \(x\) and cannot contribute. Rotation about \(z\) also has symmetry \(xy\) and removes one, leaving one vibration.
- For \(a_g\), the \(y\) displacement with pattern \(y\) and the \(z\) displacement with pattern \(z\) both give 1. That makes two for carbon and two for hydrogen. The nitrogens add one, from the \(z\) displacement with pattern \(z\). No translation or rotation is \(a_g\), so five vibrations remain.

The \(b_{1g}\) vibration is therefore out of plane, with the nitrogens at rest. It must carry no angular momentum about \(z\), so \(m_Cy_Cu_C+m_Hy_Hu_H=0\), where \(u\) is the \(x\) displacement on the side \(y>0\). Each carbon and its hydrogen thus move in opposite directions.

**The model**

I use dimensionless normal coordinates, \(\hbar=1\), the same positive frequencies in both states, and linear vibronic terms only. With tuning coordinates \(Q_i\) and coupling coordinate \(Q_c\), the potential matrix in the order \((B_{3u},B_{2u})\) is

\[
W=\Big(\sum_i\tfrac12\omega_iQ_i^2+\tfrac12\omega_cQ_c^2\Big)\mathbf 1+
\begin{pmatrix}E_1+\sum_i\kappa_i^{(1)}Q_i&\lambda Q_c\\ \lambda Q_c&E_2+\sum_i\kappa_i^{(2)}Q_i\end{pmatrix}.
\]

The remaining modes have no linear term. They only add a common harmonic energy, so they are zero at the lowest seam point and I omit them.

Separate averages from half-differences:

\[
\bar E=\tfrac12(E_1+E_2),\quad \Delta=\tfrac12(E_2-E_1),\quad
\sigma_i=\tfrac12(\kappa_i^{(1)}+\kappa_i^{(2)}),\quad \delta_i=\tfrac12(\kappa_i^{(2)}-\kappa_i^{(1)}).
\]

Then

\[
W=M\,\mathbf 1+\begin{pmatrix}-d&\lambda Q_c\\ \lambda Q_c&d\end{pmatrix},\qquad d=\Delta+\sum_i\delta_iQ_i,
\]

\[
M=\bar E+\sum_i\big(\tfrac12\omega_iQ_i^2+\sigma_iQ_i\big)+\tfrac12\omega_cQ_c^2 .
\]

The last matrix has zero trace and determinant \(-(d^2+\lambda^2Q_c^2)\), so the adiabatic energies are

\[
V_\pm=M\pm\sqrt{d^2+\lambda^2Q_c^2}.
\]

**What "symmetry-allowed" means**

For \(\lambda\neq0\), degeneracy needs both \(Q_c=0\) and \(d=0\). Symmetry guarantees that the coupling vanishes at \(Q_c=0\). It does not make the diagonal energies equal; the tuning modes must do that. With at least one \(\delta_i\neq0\), these two independent conditions leave a seam of dimension \(N-2\) in \(N\) vibrational coordinates.

If \(\lambda=0\) and at least one \(\delta_i\neq0\), \(Q_c\) is unrestricted and the surfaces simply cross. If every \(\delta_i=0\), the gap at \(Q_c=0\) is fixed at \(2|\Delta|\), and there is no seam unless \(\Delta=0\).

**The lowest seam point**

On the seam both energies equal \(M\). Minimize \(M\) at \(Q_c=0\) under the condition \(d=0\), with multiplier \(\mu\):

\[
\frac{\partial}{\partial Q_i}(M+\mu d)=\omega_iQ_i+\sigma_i+\mu\delta_i=0
\quad\Rightarrow\quad Q_i^X=-\frac{\sigma_i+\mu\delta_i}{\omega_i}.
\]

Insert this into \(d=0\):

\[
\Delta-\sum_i\frac{\delta_i\sigma_i}{\omega_i}-\mu\sum_i\frac{\delta_i^2}{\omega_i}=0 .
\]

With the abbreviations

\[
F=\Delta-\sum_i\frac{\delta_i\sigma_i}{\omega_i},\qquad D=\sum_i\frac{\delta_i^2}{\omega_i},
\]

this reads \(\mu=F/D\). For the energy, substitute \(Q_i^X\) into \(M\):

\[
E_X-\bar E=\sum_i\left[\frac{(\sigma_i+\mu\delta_i)^2}{2\omega_i}-\frac{\sigma_i(\sigma_i+\mu\delta_i)}{\omega_i}\right]
=\sum_i\frac{(\mu\delta_i+\sigma_i)(\mu\delta_i-\sigma_i)}{2\omega_i}.
\]

Since \(\mu^2D=F^2/D\),

\[
E_X=\bar E-\sum_i\frac{\sigma_i^2}{2\omega_i}+\frac{F^2}{2D}.
\]

\(M\) is strictly convex and the seam is a flat subspace, so this stationary point is the unique minimum. Its position and energy do not depend on \(\lambda\), provided \(\lambda\ne0\).

**What \(\mu\) tells you**

Let \(s=-1\) label diabatic state 1 and \(s=+1\) state 2. At \(Q_c=0\) their energies are \(M+sd\), with minima at \(Q_i=-(\sigma_i+s\delta_i)/\omega_i\). This is the formula for \(Q_i^X\) with \(\mu\) replaced by \(s\). The lowest seam point therefore lies on the straight line through the two diabatic minima: between them if \(|\mu|<1\), beyond state 2 if \(\mu>1\), and beyond state 1 if \(\mu<-1\).

The diabatic minimum energies are

\[
E_s^{\min}=\bar E+s\Delta-\sum_i\frac{(\sigma_i+s\delta_i)^2}{2\omega_i}
=\bar E-\sum_i\frac{\sigma_i^2}{2\omega_i}+sF-\frac D2 .
\]

Subtract this from \(E_X\), using \(F=\mu D\) and \(s^2=1\):

\[
E_X-E_s^{\min}=\tfrac12D(\mu^2-2s\mu+1)=\tfrac12D(\mu-s)^2 .
\]

**The branching vectors**

Let \(q_i=Q_i-Q_i^X\). Because \(d=0\) at the seam point,

\[
\left(\frac{V_+-V_-}{2}\right)^2=\Big(\sum_i\delta_iq_i\Big)^2+(\lambda Q_c)^2 .
\]

With \(\mathbf e_c\) the unit vector along \(Q_c\), the two vectors that lift the degeneracy at first order are

\[
\mathbf g=(\delta_1,\delta_2,\ldots;0)\quad(a_g),\qquad \mathbf h=\lambda\,\mathbf e_c\quad(b_{1g}).
\]

Here \(\mathbf g\) is half the gradient difference. Some programs return the full difference, which is twice as long.

Your mixtures arise because any rotation of a degenerate pair is again a valid pair of eigenstates. Take

\[
|1'\rangle=\cos\theta|1\rangle+\sin\theta|2\rangle,\qquad |2'\rangle=-\sin\theta|1\rangle+\cos\theta|2\rangle .
\]

The first-order matrix, apart from its average, has diagonal entries \(-\mathbf g,\mathbf g\) and off-diagonal entry \(\mathbf h\). In the new pair, half the difference of the diagonal entries and the off-diagonal entry are

\[
\mathbf g'=\mathbf g\cos2\theta-\mathbf h\sin2\theta,\qquad
\mathbf h'=\mathbf g\sin2\theta+\mathbf h\cos2\theta .
\]

The coefficients form a rotation matrix of angle \(2\theta\). It is invertible, so the plane spanned by the vectors is unchanged. The vectors themselves turn rigidly only if \(|\mathbf g|=|\mathbf h|\); otherwise their lengths and the angle between them change with \(\theta\), because \(\mathbf g'\cdot\mathbf h'=\tfrac12\sin4\theta\,(|\mathbf g|^2-|\mathbf h|^2)\). Your different outputs must therefore span the same plane, but they need not be perpendicular. They also give the same sum \(|\mathbf g'|^2+|\mathbf h'|^2\), provided \(\mathbf g'\) is half the gradient difference; if your program returns the full difference, halve it before comparing. The sum also requires \(\mathbf h'\) to be the coupling \(\langle1'|\nabla H|2'\rangle\) in energy units, unnormalized. The derivative coupling \(\mathbf h'/(V_+-V_-)\), which many programs print instead, diverges at the seam and must first be multiplied by the gap. To obtain the symmetry-pure vectors, choose the degenerate states to be \(B_{3u}\) and \(B_{2u}\).

The plane can depend on how coordinates are scaled when several tuning modes have different frequencies. Mass-weighted coordinates are \(x_i=Q_i/\sqrt{\omega_i}\), so \(\partial d/\partial x_i=\sqrt{\omega_i}\,\delta_i\). A step along this gradient, expressed in \(Q\), is proportional to \(\omega_i\delta_i\), not \(\delta_i\). The directions tangent to the seam, defined by \(\sum_i\delta_iq_i=0\) and \(Q_c=0\), are the same in both descriptions. Their orthogonal complement generally is not, so compare branching planes only in the same coordinates.

**Peaked or sloped**

At the seam point \(\partial M/\partial Q_i=\omega_iQ_i^X+\sigma_i=-\mu\delta_i\). Since \(M\) is quadratic, the upper surface is

\[
V_+=E_X-\mu\,u+\sum_i\tfrac12\omega_iq_i^2+\tfrac12\omega_cQ_c^2+\sqrt{u^2+\lambda^2Q_c^2},\qquad u=\sum_i\delta_iq_i .
\]

Its outward slopes along \(+\mathbf g\), \(-\mathbf g\) and \(\pm\mathbf h\) are \(|\mathbf g|(1-\mu)\), \(|\mathbf g|(1+\mu)\) and \(|\lambda|\).

If \(|\mu|<1\), then \(|u|-\mu u\ge0\), and every displacement raises \(V_+\). The cone is peaked, and its tip is the global minimum of the upper surface. If \(\mu>1\), the surface descends along \(+\mathbf g\) and the cone is sloped. At the state-2 minimum \(d=F-D=D(\mu-1)>0\), so state 2 is the upper state there. Since \(V_+\ge M+d\) everywhere, that minimum is the global minimum of \(V_+\). For \(\mu<-1\), exchange the states.

In both cases a real adiabatic state changes sign around the cone. Write \(d=\rho\cos\varphi\) and \(\lambda Q_c=\rho\sin\varphi\). The lower eigenvector is \((\cos\frac{\varphi}{2},-\sin\frac{\varphi}{2})\), which reverses when \(\varphi\) increases by \(2\pi\). On a small loop that does not enclose the cone, \(\varphi\) returns to its initial value and the sign is kept.

**A worked example**

These are round model parameters, not values for pyrazine. Take three tuning modes, with energies in eV:

- \(\omega=(0.08,0.12,0.16)\), \(\omega_c=0.10\), \(\lambda=0.20\)
- \(\kappa^{(1)}=(-0.10,-0.05,0.10)\), \(\kappa^{(2)}=(0.12,-0.20,0.04)\)
- \(E_1=4.00\), \(E_2=4.80\)

Then \(\sigma=(0.010,-0.125,0.070)\) eV and \(\delta=(0.110,-0.075,-0.030)\) eV, so

\[
D=\frac{0.110^2}{0.08}+\frac{0.075^2}{0.12}+\frac{0.030^2}{0.16}=0.20375\ \text{eV},
\]

\[
F=0.400-0.07875=0.32125\ \text{eV},\qquad \mu=\frac{0.32125}{0.20375}=1.577 .
\]

The first coordinate is \(Q_1^X=-(0.010+1.577\times0.110)/0.08=-2.29\). The others follow in the same way, giving \(Q^X=(-2.29,2.03,-0.14)\) with \(Q_c=0\). With \(\sum_i\sigma_i^2/(2\omega_i)=0.08104\) eV,

\[
E_X=4.400-0.08104+\frac{0.32125^2}{2\times0.20375}=4.572\ \text{eV}.
\]

The state-2 minimum is at \((-1.50,1.67,-0.25)\) and 4.538 eV. The climb from it to the seam is

\[
\tfrac12(0.20375)(0.577)^2=0.034\ \text{eV}\quad(273\ \text{cm}^{-1}).
\]

This is a difference of potential energies, not an activation energy. It is smaller than the zero-point energy \(\omega_1/2=0.04\) eV of the softest tuning mode. The upper slopes along \(+\mathbf g\) and \(-\mathbf g\) are \(-0.079\) and \(0.352\) eV per unit of \(Q\), so the cone is sloped.

Now lower \(E_2\) to 4.40 eV and keep everything else. \(D\) is unchanged, while \(F\) falls by 0.20 eV to 0.12125 eV, giving \(\mu=0.595\). The seam point moves to \((-0.94,1.41,-0.33)\), with

\[
E_X=4.200-0.08104+\frac{0.12125^2}{2\times0.20375}=4.155\ \text{eV}.
\]

The slopes along \(\pm\mathbf g\) are now 0.055 and 0.218 eV per unit of \(Q\), both positive. The cone is peaked, and 4.155 eV is the lowest energy of the upper surface.

The branching vectors are the same in both cases. Their lengths are \(|\mathbf g|=0.136\) eV and \(|\mathbf h|=0.200\) eV, and the unit vector along \(\mathbf g\) is \((0.806,-0.550,-0.220;0)\). The mass-weighted gradient, expressed as a step in \(Q\), points along \((0.653,-0.668,-0.356;0)\). The two directions differ by 13.6°, purely because of the choice of scale.

A diabatic minimum need not be a minimum of the lower adiabatic surface. For small \(Q_c\), \(\sqrt{d^2+\lambda^2Q_c^2}\approx|d|+\lambda^2Q_c^2/(2|d|)\), so the lower surface has curvature \(\omega_c-\lambda^2/|d|\) along \(Q_c\). At the state-1 minimum \(d=D(\mu+1)\), which is 0.525 eV in the first case and 0.325 eV in the second. The curvatures are \(+0.024\) and \(-0.023\) eV. In the second case the coupling makes this point unstable to \(b_{1g}\) distortion.

**Where the closed formula stops**

Symmetry still removes the coupling at every \(D_{2h}\) geometry when higher-order terms are included. However, the crossing condition there may become nonlinear, and the average energy \(M\) may depart from the harmonic form used above. In either case the formula for \(Q^X\) need not hold. A permitted quadratic coupling \(\sum_i\gamma_iQ_iQ_c\) changes the off-diagonal element to \((\lambda+\sum_i\gamma_iQ_i)Q_c\). This can also vanish at \(Q_c\neq0\), where a further branch of the seam may occur if the diagonal energies match. Products of \(b_{2g}\) and \(b_{3g}\) coordinates have symmetry \(xz\cdot yz=xy\), so they can couple the states too and bend the seam away from \(Q_c=0\). The same holds for products of \(a_u\) and \(b_{1u}\) coordinates (\(xyz\cdot z=xy\)) and of \(b_{2u}\) and \(b_{3u}\) coordinates (\(y\cdot x=xy\)). For a real molecule, use the linear result as a starting point and check whether these terms are small over the displacement to the seam. Check also that no third state comes near. Pyrazine has an \(A_u\) singlet close in energy to the \(B_{2u}\) state. It couples linearly to \(B_{3u}\) through \(b_{3g}\) modes (\(xyz\cdot x=yz\)) and to \(B_{2u}\) through \(b_{2g}\) modes (\(xyz\cdot y=xz\)). The two-state model leaves all of this out.

Numerical values quoted here were computed with a short program.
